When a temperature-accelerated dynamics search may stop, and its error probability

**Q:** You simulate a surface at 800 K and claim to learn how it leaves its present basin at 400 K. But the order of events changes with temperature. Why should a hot trajectory tell you anything about the first cold escape?

**A:** Because each pathway can be put on its own cold clock. Let pathway i have barrier E_i ≥ 0 and prefactor ν_i, and assume harmonic transition-state theory with the same prefactor at both temperatures:

k_i(T) = ν_i exp(−βE_i), β = 1/(k_B T).

The labels L and H mean the low and high temperature, so β_L > β_H. I write

r = β_H/β_L = T_L/T_H, D = β_L − β_H = (1 − r)β_L.

Whenever the hot trajectory escapes, I record the pathway, find its saddle energy, put the system back and let it thermalize again. If memory is lost between escapes, the attempts along different pathways are independent Poisson streams. The first attempt along i comes at hot time t_i^H, with

P(t_i^H > t) = exp(−k_i^H t).

Now stretch that time by the ratio of the two rates, in which the prefactor cancels:

t_i^L = t_i^H k_i^H/k_i^L = t_i^H exp(E_i D).

Then P(t_i^L > s) = P(t_i^H > s k_i^L/k_i^H) = exp(−k_i^L s), which is the cold distribution. The stretched times remain independent, so the smallest of them is a correct sample of the first cold escape.

**Q:** The smallest of all of them, yes. You have seen a few. An unseen pathway may have a low barrier, be stretched little, and overtake your best candidate. Must you wait for ever?

**A:** No, since not every unseen pathway is still a threat. Let t_s be the shortest cold time found so far, and let the hot clock stand at t. A pathway that is unseen and yet overtakes t_s must satisfy

t < t_i^H and t_i^H exp(E_i D) < t_s.

Together these require t exp(E_i D) < t_s, that is

E_i < E_c(t) = (1/D) ln(t_s/t).

As the hot clock advances, the threatening barriers are confined to an ever lower range. Pathways with low barriers are also fast at T_H, if their prefactors are not too small, and should have appeared already.

**Q:** "If their prefactors are not too small" carries the whole argument. A low barrier with a tiny prefactor can hide as long as it likes.

**A:** It can, so a floor has to be assumed: ν_i ≥ ν_min for every pathway. I also choose an allowed probability δ and write L = ln(1/δ). A threatening pathway has E_i < E_c(t), so its chance of having stayed unseen obeys

exp(−k_i^H t) < exp[−ν_min t exp(−β_H E_c(t))].

I ask that the right side equal δ:

ν_min t exp(−β_H E_c(t)) = L.

From the definition of E_c, and since β_H/D = r/(1 − r),

exp(−β_H E_c) = (t/t_s)^(r/(1−r)).

The powers of t combine, because 1 + r/(1 − r) = 1/(1 − r):

t^(1/(1−r)) = (L/ν_min) t_s^(r/(1−r)).

Raising both sides to the power 1 − r gives

t_stop = (L/ν_min)^(1−r) t_s^r = (L/ν_min)(ν_min t_s/L)^r.

This is the least time that meets the criterion. At any earlier t, a pathway with ν_i = ν_min and a barrier just below E_c(t) would have a survival probability above δ.

**Q:** The formula can return a stop time longer than t_s itself. That would be absurd.

**A:** It does so when t_s < L/ν_min, as the ratio shows:

t_s/t_stop = (ν_min t_s/L)^(1−r).

In that case I stop at t_s. This is safe, because E_i ≥ 0 gives t_i^L ≥ t_i^H, and an event later than t_s on the hot clock is also later than t_s on the cold one. From here on, "stop time" means S(t_s), the smaller of t_s and the formula.

When the search ends at the stop time, the same ratio is the gain in simulated time. It tends to 1 when r → 1, and also when t_s falls towards L/ν_min, so a basin with a very fast cold escape gains little. For r → 0 the formula tends to L/ν_min, the time in which a barrierless process at the prefactor floor would appear with probability 1 − δ.

**Q:** Can you show me the geometry? I distrust exponents.

**A:** Plot ln t against β. An event of barrier E moves along a straight line of slope E. Draw the line that starts at L/ν_min for β = 0 and reaches t_s at β_L. Its slope is

E* = ln(ν_min t_s/L)/β_L,

and at β_H it stands at

ln(L/ν_min) + β_H E* = ln(L/ν_min) + r ln(ν_min t_s/L) = ln t_stop.

The slope is also the threat limit at the moment of stopping: E_c(t_stop) = (1/D)(1 − r) ln(ν_min t_s/L) = E*.

Take T_L = 400 K, T_H = 800 K, ν_min = 10¹² s⁻¹, δ = 0.05 and t_s = 100 µs. Then r = 0.5, L = 2.996 and L/ν_min = 2.996 ps, so

ν_min t_s/L = 3.338 × 10⁷,
t_stop = 2.996 ps × (3.338 × 10⁷)^0.5 = 2.996 ps × 5778 = 17.3 ns,
E* = 0.03447 eV × ln(3.338 × 10⁷) = 0.597 eV.

As a test, the least time meeting the criterion was also found numerically, by scanning barriers from zero to E_c and prefactors from ν_min to 1000 ν_min. It agrees with the formula to all printed digits, 17.3082 ns.

With the other settings fixed, δ = 0.01 lengthens the search to 21.5 ns. Lowering the floor to 10¹¹ s⁻¹ lengthens it to 54.7 ns. Caution about δ is cheap, because δ enters through a logarithm; caution about the floor costs a factor 10^(1−r) per decade.

**Q:** Your δ limits the survival of one pathway. A surface may have twenty hidden ones. Don't their chances add up?

**A:** For a prescribed t_s they do. At t_stop, the chance that one given pathway is unseen and will still overtake is

P(t_stop < t_i^H < t_s exp(−E_i D)) = exp(−k_i^H t_stop) − exp(−k_i^L t_s).

With the numbers above and ν_i = ν_min, its largest value over the threatening barriers is 0.0144. Twenty independent pathways of this kind give

1 − (1 − 0.0144)^20 = 0.25,

five times δ. This is not yet the error of a search, because any of the twenty seen before t_stop would already have replaced t_s. But it shows that δ limits one pathway at a time, and not the chance that some pathway will still overtake a prescribed t_s.

**Q:** Then the method has no guarantee.

**A:** It has one, for the complete search. Twenty fast hidden pathways make it unlikely that t_s is as long as 100 µs in the first place, and a fixed t_s leaves that out. So let t_s be random, and follow the search as it is run: start with no candidate, lower t_s whenever a better one appears, and stop when the hot clock reaches S(t_s). Since S increases with t_s, a better candidate brings the stop forward; if the clock has already passed the new value, the search ends at once.

Suppose the true winner is i, at cold time s = t_i^L, and the search misses it. The accepted candidate has some cold time u > s, and the search ended before i appeared:

S(u) < t_i^H.

The case u < L/ν_min is impossible. There S(u) = u, so t_i^H > u > s = t_i^L, against t_i^L ≥ t_i^H. Hence the formula applies at u. It increases with its argument, so its value at s is smaller still:

(L/ν_min)(ν_min s/L)^r < t_i^H = s exp[−(1 − r)β_L E_i].

Divide by the left side:

1 < (ν_min s/L)^(1−r) exp[−(1 − r)β_L E_i].

Take the power 1/(1 − r), then multiply by Lν_i/ν_min:

k_i^L s > Lν_i/ν_min.

A winner can be missed only if it came late by its own cold clock.

**Q:** And how probable is a late winner?

**A:** Let K = Σ k_i^L and p_i = k_i^L/K. Pathway i wins later than x with probability

∫ₓ^∞ k_i^L exp(−Ks) ds = p_i exp(−Kx),

where one factor in exp(−Ks) comes from i itself and the others from its rivals not having fired. Put x = Lν_i/(ν_min k_i^L), so that Kx = Lν_i/(ν_min p_i), and sum over the possible winners:

P(error) ≤ Σ p_i δ^(ν_i/(ν_min p_i)).

If the floor holds, every exponent is at least 1, and the sum is at most Σ p_i δ = δ. The number of pathways has dropped out. The guarantee is per basin visit: over M visits the expected number of wrong escapes is at most Mδ.

**Q:** Is this bound far too generous? Perhaps a smaller L would do.

**A:** It is generous in many cases, but L cannot be reduced in general. Two pathways show why. Let i be the winner that is missed, at cold time s, and j the accepted rival, at cold time u > s. Since j was seen first,

u exp(−E_j D) < s exp(−E_i D), or u/s < exp[(E_j − E_i)D].

With u > s this needs E_j > E_i, so here only the lower barrier can be missed. Next, write x = k_i^L s and X = xν_min/(ν_i L). The division above showed that t_i^H equals X^(1−r) times the formula's value at s. The formula grows as the power r of its argument, so the stopping condition becomes

(u/s)^r < X^(1−r), or u/s < X^((1−r)/r).

Let W be the smaller of the two limits on u/s, and ρ = k_j^L/k_i^L. The rival's cold time must lie between s and Ws, so

P(error) = ∫ exp(−x)[exp(−ρx) − exp(−ρxW)] dx, from x = Lν_i/ν_min to ∞.

Now set ν_i = ν_min and let the barrier gap be so large that its limit plays no part. For r → 0, W grows without bound at every x > L, and the integral tends to

∫ exp[−(1 + ρ)x] dx from L to ∞ = δ^(1+ρ)/(1 + ρ).

For ρ → 0 this is δ. A smaller constant L′ in the rule would give exp(−L′) > δ in the same limit. At ρ = 0.001 and δ = 0.05, the integral divided by δ is 0.0017 at r = 0.5, 0.15 at r = 0.1 and 0.98 at r = 0.001. At moderate r a faster rival is more dangerous: the ratio reaches about 0.09 at r = 0.5 for ρ = 0.2, and about 0.47 at r = 0.1 for ρ = 0.05. In this family the guarantee is nearly exhausted only at extreme temperature ratios.

**Q:** Show me a case in which the hot surface really misleads you.

**A:** Take a Ge adatom beside a step on Ge(001), with three pathways and rough model parameters:

hop: 0.65 eV, 10¹² s⁻¹
exchange: 0.80 eV, 5 × 10¹³ s⁻¹
row crossing: 0.95 eV, 10¹³ s⁻¹

The temperatures, floor and δ are as before. At 800 K the exchange takes 83% of the escapes and the hop 15%. At 400 K the hop leads with 61%, against 39% for the exchange. Accepting the first hot event would give the wrong kinetics.

Here is one simulated search, chosen as the first in which the winner was not the first event seen. An exchange occurs at 0.497 ns. Its rates are 4.562 × 10⁸ and 4163 s⁻¹, so its time is stretched by 1.096 × 10⁵ to 54.5 µs, and the stop time is 12.8 ns. At 3.138 ns a hop occurs. It is stretched by only 8.039 × 10⁷/6462 = 1.244 × 10⁴, to 39.0 µs. The hop takes the lead, the stop time drops to 10.8 ns, and nothing better appears before then.

Over 20,000 such searches the accepted shares are 0.607 for the hop and 0.393 for the exchange, against 0.608 and 0.391 from the cold rates. The mean escape time is 95.1 µs against the exact 94.0 µs; the difference is 1.7 times the statistical error of about 0.7 µs. A search takes 14.9 ns of hot time on average, a gain of about 6300 in simulated time, with the cost of the saddle searches not counted.

**Q:** And how often is it wrong?

**A:** In a million sampled searches the fraction was 0.0014. The bound gives 0.0044, nearly all of it from the hop: 0.6076 × 0.05^(1/0.6076) = 0.0044. With the row crossing removed, the two-pathway integral gives 0.00146, and a million samples give 0.00150.

Now assume a floor of 10¹³ s⁻¹, ten times the hop's true prefactor, and leave the rest alone. The search is shorter, but the error rises to 0.19, nearly four times the δ that was promised. The general bound foresees the danger: the hop's exponent falls to 0.1/0.6076 and the bound becomes 0.37. The stopping rule itself gives no warning of a wrong floor.

**Q:** How much of this survives on a real germanium surface?

**A:** The barriers, some tenths of an eV up to about 1 eV, are of the order expected for adatom motion on such a surface, but none was computed here. The exchange prefactor is on the high side, chosen to make the reversal of order pronounced. As a rough check on the floor, a cosine profile V = (E/2)[1 − cos(2πx/a)] has curvature 2π²E/a² at its minimum. With the Ge mass, E = 0.65 eV and a = 0.4 nm, it gives a frequency of 1.6 THz. That makes 10¹² s⁻¹ a sensible scale for a simple hop, but it does not prove a floor for collective moves.

A real crystal also breaks the assumption of one fixed harmonic rate law. If the true rates are f_L and f_H times the harmonic ones, the extrapolated mean time is off by the factor f_L/f_H. Anharmonicity in the cosine profile gives 0.986/0.970, or 1.6% too long. One 9 THz vibration lost at the saddle, treated quantum mechanically, gives 1.049/1.012, or 3.7% too long. Tunnelling and quantum vibration along the hop itself change its rate by 0.3% at 400 K. The largest of the effects sized here is an assumed 10 meV lowering of the barrier in the hot crystal, with the barrier at 400 K unchanged and used in the stretch: the hot rate rises by a factor 1.156, and the extrapolated time is 13.5% too short. If this happened to the hop alone, its cold share would shift from 0.61 to 0.64. The size of this error depends on which barrier enters the stretch. A barrier E₀ − cT multiplies both rates by the same factor exp(c/k_B), and this cancels only if the stretch uses the zero-temperature value E₀. The case above is such a law with E₀ = 0.66 eV: stretching with 0.66 eV gives no error, with 0.65 eV the time is 13.5% too short, and with the hot barrier of 0.64 eV it is 25% too short.

Two further assumptions hold well as long as the three pathways are the only exits. With a memory time of 1 ps, there are 5 × 10⁻⁴ hot escapes per memory time. At 0.1 monolayer per second on 100 sites, 9 × 10⁻⁴ atoms arrive during the mean cold wait, so deposition rarely interrupts it. The main values for the three-pathway model are in the numerical output below.

A real Ge(001) surface has other exits too, since its buckled dimers can flip over low barriers. Suppose one such flip has a barrier of 0.3 eV and a prefactor of 10¹³ s⁻¹, values chosen only for illustration. It then fires about 0.13 times per picosecond at 800 K, so a memory time of 1 ps is no longer negligible. Almost every cold escape is a flip, and the mean gain falls from about 6300 to about 16. That is for a single dimer; with the 50 or so dimers of a 100-site cell flipping independently it falls to about 2. The large gain therefore belongs to a basin without such fast motions, or to a treatment that groups the states they connect into one.

**Q:** So what would you check before trusting a stop time?

**A:** The floor first, by computing prefactors for the pathways found, low barriers above all. This can expose a floor set too high, but it cannot certify the pathways not yet seen. Then I would repeat some searches at a lower T_H. Within the model, the cold shares do not depend on T_H, apart from wrong escapes, whose probability is at most δ. A drift in the shares larger than δ and the sampling scatter would mean that the rate law, the floor or the loss of memory has failed. The mean time is a less certain check: δ limits how often a wrong escape is accepted, but not how late it comes. In the three-pathway model this matters little: the mean is lengthened by about 0.1% at 800 K and 0.3% at 1200 K, close to the melting point of Ge. With a very slow rival and a small r it can matter a great deal: two pathways with ρ = 0.001, a barrier gap of 0.3 eV and r = 0.1 give a mean about five times too long.

Computed results

```
T_low, T_high: 400, 800 K; ratio r = 0.50
kT at T_low, T_high: 0.03447, 0.06894 eV
nu_min = 1.0e+12 1/s; delta = 0.05; L = 2.9957
L/nu_min = 2.9957 ps
hop: E = 0.65 eV, nu = 1.0e+12 1/s, k_low = 6462 1/s, k_high = 8.039e+07 1/s
  share at T_low 0.6076, at T_high 0.1470, TAD event simulation 0.6068
exchange: E = 0.80 eV, nu = 5.0e+13 1/s, k_low = 4163 1/s, k_high = 4.562e+08 1/s
  share at T_low 0.3914, at T_high 0.8341, TAD event simulation 0.3925
row crossing: E = 0.95 eV, nu = 1.0e+13 1/s, k_low = 10.73 1/s, k_high = 1.036e+07 1/s
  share at T_low 0.0010, at T_high 0.0189, TAD event simulation 0.0008
Given t_short = 100.0 us: nu_min*t_short/L = 3.3381e+07
  t_stop formula = 17.3082 ns
  t_stop from definition = 17.3082 ns
  E* = 0.5971 eV; t_short/t_stop = 5777.6
  t_stop if delta = 0.01: 21.460 ns
  t_stop if nu_min = 1e11 1/s: 54.733 ns
  fixed t_short, largest pre-emption chance of 1 hidden path: 0.0144
  same for 20 such hidden paths: 0.2514
One search (first simulated one whose winner was not seen first):
  hot 0.497 ns exchange: cold 54.450 us, t_stop now 12.772 ns
  hot 3.138 ns hop: cold 39.038 us, t_stop now 10.814 ns
  accepted hop at 39.038 us; search ended at 10.814 ns
Mean low-T escape time: exact 94.02 us, event simulation 95.13 us (20000 runs)
Mean hot time per search: 14.89 ns; mean gain 6325
Wrong-escape probability: sampled 0.00140, bound 0.00439
Hop and exchange only: sampled 0.00150, integral 0.00146
Error/delta, slow competitor (rate ratio 0.001), by r: 0.5: 0.0017, 0.1: 0.1469, 0.01: 0.8477, 0.001: 0.9804
60 random catalogues, delta 0.3: largest error 0.0255 (floor valid), 0.1767 (all)
Floor assumed 10x too high: error 0.1878, bound 0.3711
Neglected effects, rough Ge inputs:
  mass 72.6 u, hop length 0.4 nm: hop frequency 1.643 THz
  hop quantum rate factor: 1.00324 at T_low, 1.00081 at T_high
  one 9 THz mode lost at saddle: 1.0493 at T_low, 1.0122 at T_high
  anharmonic rate factor: 0.9860 at T_low, 0.9701 at T_high
  barrier 10 meV lower in hot crystal: hot rate factor 1.1561
  escapes per 1 ps memory time at T_high: 5.47e-04
  deposits during mean wait (0.1 ML/s, 100 sites): 9.40e-04
```
